\section*{Model Lamb-shift operator: semilocal part, separable part and projector inversion}

\section{Result}

The model operator of Shabaev, Tupitsyn and Yerokhin replaces the energy-dependent self-energy operator $\Sigma(\varepsilon)$ by a Hermitian, energy-independent one. Hartree atomic units are used ($c=1/\alpha$, reduced Compton wavelength $\lambda=\alpha$) and the nucleus is a point charge $Z$. For one Dirac quantum number $\kappa$, with $l$ the orbital momentum of the large component, take the three lowest Dirac--Coulomb states $\psi_i$, $n_i=l+i$, with real radial functions, and the symmetric matrix
\begin{equation}
\sigma_{ik}=\tfrac12\,\mathrm{Re}\,\langle\psi_i|\Sigma(\varepsilon_i)+\Sigma(\varepsilon_k)|\psi_k\rangle .
\end{equation}
The operator in this $\kappa$ channel is
\begin{align}
h&=A\,e^{-r/\lambda}+\sum_{ik}|\phi_i\rangle B_{ik}\langle\phi_k|,
&\phi_i&=\tfrac12\big[1-(-1)^{n_i-l}\beta\big]e^{-2Zr/(1+l)}\psi_i,\nonumber\\
A&=\frac{\sigma_{11}}{\langle\psi_1|e^{-r/\lambda}|\psi_1\rangle},
&B&=(S^{T})^{-1}\Delta\sigma\,S^{-1},
\label{h}
\end{align}
with $S_{ik}=\langle\phi_i|\psi_k\rangle$ and $\Delta\sigma_{ik}=\sigma_{ik}-A\langle\psi_i|e^{-r/\lambda}|\psi_k\rangle$. The first term is semilocal because $A$ depends on $\kappa$. If $S$ is invertible, $\langle\psi_i|h|\psi_k\rangle=\sigma_{ik}$, and $h$ depends on the $\phi_i$ through their span alone. Outside the fitted space $h$ is a model whose error has to be measured. The construction accepts any symmetric $\sigma$; here $\sigma$ is derived at order $\alpha(Z\alpha)^4mc^2$ in the Coulomb gauge. Vacuum polarization is left out.

\section{Two fitted states by hand}

Let $\psi_1,\psi_2,\psi_3$ be orthonormal. The first two are fitted and the third stands for all other states. Choose
\begin{equation}
\phi_1=\psi_1+s\psi_2+u\psi_3,\quad \phi_2=\psi_2+v\psi_3,\quad
S=\begin{pmatrix}1&s\\0&1\end{pmatrix},\quad
\Delta\sigma=\begin{pmatrix}0&b\\b&d\end{pmatrix},
\end{equation}
where $\Delta\sigma_{11}=0$ because $A$ was fitted to $\sigma_{11}$. The nonlocal part $h_{\rm nl}$ has elements
\begin{equation}
\langle\psi_j|h_{\rm nl}|\psi_m\rangle=\sum_{ik}\langle\psi_j|\phi_i\rangle B_{ik}\langle\phi_k|\psi_m\rangle=\sum_{ik}S_{ij}B_{ik}S_{km}=(S^TBS)_{jm},
\label{fit}
\end{equation}
so the transpose stands on the left. The inverse $S^{-1}$ is $S$ with $s\to-s$, and
\begin{equation}
B=\begin{pmatrix}1&0\\-s&1\end{pmatrix}\begin{pmatrix}0&b\\b&d-sb\end{pmatrix}
=\begin{pmatrix}0&b\\b&d-2sb\end{pmatrix},
\end{equation}
the second factor being $\Delta\sigma S^{-1}$. Going back, $BS$ has rows $(0,b)$ and $(b,d-sb)$, and $S^T$ adds $s$ times the first row to the second, which restores $(b,d)$. With the factors swapped, $B'=S^{-1}\Delta\sigma (S^T)^{-1}$ has $B'_{11}=s^2d-2sb$. The first column of $S$ is $(1,0)$, so $(S^TB'S)_{11}=s^2d-2sb$ in place of $0$.

The prediction for $\psi_3$ is clearest with the dual functions $\chi_j=\sum_i (S^{-1})_{ji}\phi_i$:
\begin{equation}
\chi_1=\phi_1-s\phi_2=\psi_1+(u-sv)\psi_3,\qquad \chi_2=\psi_2+v\psi_3 .
\end{equation}
They obey $\langle\chi_j|\psi_m\rangle=\delta_{jm}$ for $j,m=1,2$. With $c_j=\langle\chi_j|\psi_3\rangle$,
\begin{equation}
\langle\psi_3|h_{\rm nl}|\psi_3\rangle=2b\,c_1c_2+d\,c_2^2=2b(u-sv)v+dv^2 .
\end{equation}
The off-diagonal element $b$ enters the energy of the unfitted state on the same footing as $d$. If $\phi_i=\psi_i$, then $u=v=0$ and the nonlocal part says nothing about $\psi_3$.

\section{The general construction}

Equation (\ref{fit}) holds for any number of states, and $S^TBS=\Delta\sigma$ has the unique solution (\ref{h}) when $\det S\neq0$. If $S$ is singular, some combination of the $\psi_k$ is orthogonal to every $\phi_i$, and its residual cannot be fitted unless it vanishes. $B$ is symmetric because $\Delta\sigma$ is, so $h$ is Hermitian. Absorbing the inverses into the $\phi_i$,
\begin{equation}
h_{\rm nl}=\sum_{jm}|\chi_j\rangle\Delta\sigma_{jm}\langle\chi_m|,\qquad
\langle f|h_{\rm nl}|f\rangle=c^T\Delta\sigma\,c,\qquad c_j=\langle\chi_j|f\rangle,
\label{dual}
\end{equation}
and $\langle\chi_j|\psi_m\rangle=(S^{-1}S)_{jm}=\delta_{jm}$. Hence $P=\sum_j|\psi_j\rangle\langle\chi_j|$ satisfies $P^2=P$. It is an oblique projector: a state orthogonal to all $\psi_j$ can have $Pf\neq0$. In the nonlocal part (the local term acts on $f$ itself) the model replaces $f$ by $Pf$, the combination of fitted states having the same overlaps with the $\phi_i$, since $\langle\phi_i|Pf\rangle=\sum_{jk} S_{ij}(S^{-1})_{jk}\langle\phi_k|f\rangle=\langle\phi_i|f\rangle$. The exponential in $\phi_i$ weights these overlaps toward small $r$, so $f$ is matched by its inner part. For $s$ states most of the overlap integrand lies within $r\lesssim1/Z$. For the large-component $p$ functions about half of it or less lies within $2/Z$ (37 to 50\% for $n\le5$), and it extends to about $4/Z$, the radius of the hydrogenic $2p$ density maximum. Under $\phi'_a=\sum_i\phi_iM_{ia}$ with invertible $M$, $S'=M^TS$ and $\chi'_j=\sum_{ai}[S^{-1}(M^T)^{-1}]_{ja}M_{ia}\phi_i=\chi_j$, so the normalization of the $\phi_i$ is free. The factor with $\beta$ keeps the large component for $n_i-l$ odd and the small one for $n_i-l$ even.

\section{The input matrix at leading order}

In this section $\hbar=c=1$ until the last step, $a=F_2(0)$, and $V$ is the binding potential. Photon momenta are split at $K$, with $(Z\alpha)^2m\ll K\ll Z\alpha\, m$.

\subsection{Soft photons}

Below $K$ the dipole coupling $\mathbf p\cdot\mathbf A/m$ applies. The mode sum $4\pi\alpha\int d^3k/[(2\pi)^32k]$ gives $(\alpha/\pi)\int k\,dk$ and the two transverse polarizations average to $\tfrac23\delta_{ab}$. The mass counterterm removes the free-electron value $-1/k$ of the energy denominator. With $\Delta=E_n-\varepsilon$, $1/k-1/(k+\Delta)=\Delta/[k(k+\Delta)]$, and the principal value of $\int_0^K dk\,\Delta/(k+\Delta)$ is $\Delta\ln(K/|\Delta|)$ for $K\gg|\Delta|$:
\begin{equation}
\Sigma_<(\varepsilon)=\frac{2\alpha}{3\pi m^2}\,\mathbf p\,(H-\varepsilon)\ln\frac{K}{|H-\varepsilon|}\,\mathbf p .
\end{equation}
For the coefficient of $\ln K$, let $\varepsilon_k$ act as $H$ on the ket and $\varepsilon_i$ as $H$ on the bra. Then $\langle i|\mathbf p(H-\varepsilon_k)\mathbf p|k\rangle=\langle i|\mathbf p\cdot[H,\mathbf p]|k\rangle$ and $\langle i|\mathbf p(H-\varepsilon_i)\mathbf p|k\rangle=-\langle i|[H,\mathbf p]\cdot\mathbf p|k\rangle$. With $[H,\mathbf p]=i\nabla V$, their mean is
\begin{equation}
D_{ik}=\tfrac12\langle i|[p_a,i\partial_aV]|k\rangle=\tfrac12\langle i|\nabla^2V|k\rangle .
\end{equation}
The two one-sided elements differ by $(\varepsilon_k-\varepsilon_i)\langle\mathbf p^2\rangle_{ik}$, so each equals $D_{ik}\pm\tfrac12(\varepsilon_k-\varepsilon_i)\langle\mathbf p^2\rangle_{ik}$. For $1s,2s$ in atomic units, orthogonality gives $\langle \mathbf p^2\rangle=2Z\langle1/r\rangle=8\sqrt2Z^2/27$, from the elementary radial integral, and $\varepsilon_2-\varepsilon_1=3Z^2/8$. The extra term is $\sqrt2Z^4/18$, and the coefficients are $0.78567Z^4$ and $0.62854Z^4$ about the mean $0.70711Z^4$. The hard part below carries $-D\ln K$, which cancels the cutoff in the mean and not in a one-sided element. An off-shell term $(H-\varepsilon)O+O(H-\varepsilon)$ also drops out of the mean, giving $(\varepsilon_k-\varepsilon_i)O_{ik}$ at $\varepsilon_i$ and its negative at $\varepsilon_k$. No gauge invariance is claimed for $i\neq k$.

\subsection{Hard photons}

The starting point is the one-loop on-shell vertex $\gamma^\mu F_1+i\sigma^{\mu\nu}q_\nu F_2/2m$ with photon mass $\mu$. Set $m=1$, with Feynman parameters $x+y+z=1$, $w=1-z$, $\mathcal D=w^2-q^2xy+\mu^2z$, and $\mathcal D_0=\mathcal D(q^2=0)$:
\begin{align}
F_1-1&=\frac{\alpha}{2\pi}\int\Big[\ln\frac{\mathcal D_0}{\mathcal D}+\frac{w^2-2z+q^2(1-x)(1-y)}{\mathcal D}-\frac{w^2-2z}{\mathcal D_0}\Big],\nonumber\\
F_2&=\frac{\alpha}{2\pi}\int\frac{2zw}{\mathcal D}.
\end{align}
At fixed $z$, $\int dx=w$, so $a=(\alpha/2\pi)\int_0^12z\,dz=\alpha/2\pi$. Differentiating $F_1$ at $q^2=0$ gives $xy/\mathcal D_0+(1-x)(1-y)/\mathcal D_0+(w^2-2z)xy/\mathcal D_0^2$. With $\int xy\,dx=w^3/6$ and $(1-x)(1-y)=z+xy$,
\begin{equation}
F_1'(0)=\frac{\alpha}{2\pi}\int_0^1dw\Big[\frac{w^3/3+wz}{\mathcal D_0}+\frac{(w^2-2z)w^3}{6\mathcal D_0^2}\Big].
\end{equation}
The mass matters at $w\sim\mu$, where $z\to1$. With $\ell=\ln(1/\mu)$, $\int w\,dw/(w^2+\mu^2)=\ell$ and $\int w^3dw/(w^2+\mu^2)^2=\ell-\tfrac12$. The four terms, with $z=1-w$, are $\tfrac16$, $\ell-1$, $\tfrac1{12}$ and $-\tfrac13(\ell-\tfrac12-1)$. Their sum is $\tfrac23(\ell-\tfrac38)$, so $F_1'(0)=(\alpha/3\pi m^2)[\ln(m/\mu)-\tfrac38]$. For a static field $q^2=-\mathbf q^2\to\nabla^2$, and the correction is $F_1'(0)\nabla^2V$.

This result contains massive photons of all momenta, and those below $K$ must be subtracted, matching in the regime $|\Delta|\ll\mu\ll K$. For a conserved current $j_0=\mathbf k\cdot\mathbf j/\omega$, $\omega^2=k^2+\mu^2$, the polarization sum $\mathbf j^2-j_0^2$ averages to $1-k^2/3\omega^2$ in place of $\tfrac23$. The measure is $k^2dk/\omega$ and the denominator gives $\Delta/\omega^2$. With $k=\mu\sinh t$, $\int\tanh^2t\,dt\to\Lambda-1$ and $\int\tanh^4t\,dt\to\Lambda-\tfrac43$, where $\Lambda=\ln(2K/\mu)$. The factor replacing the logarithm in $\Sigma_<$ is
\begin{equation}
\tfrac32(\Lambda-1)-\tfrac12(\Lambda-\tfrac43)=\Lambda-\tfrac56 ,
\end{equation}
and it multiplies $(\alpha/3\pi m^2)\nabla^2V$.

For the Pauli term, $\sigma^{0j}=i\alpha^j$, $q_j=-q^j$ and $\mathbf q\to-i\nabla$ give $\delta H=-i(a/2m)\beta\,\boldsymbol\alpha\cdot\mathbf G$, $\mathbf G=\nabla V$. It is odd, and its cross term with $\boldsymbol\alpha\cdot\mathbf p$ in the Foldy--Wouthuysen term $\beta O^2/2m$ is, because $\alpha_a\beta=-\beta\alpha_a$, $-i(a/4m^2)[\boldsymbol\alpha\cdot\mathbf G,\boldsymbol\alpha\cdot\mathbf p]$. From $\alpha_a\alpha_b=\delta_{ab}+2i\epsilon_{abc}S_c$ and $\nabla\times\mathbf G=0$ the commutator is $i\nabla^2V+4i\,\mathbf S\cdot\mathbf G\times\mathbf p$. The result is $a\nabla^2V/4m^2+(a/m^2)(V'/r)\mathbf L\cdot\mathbf S$, where $a/4=(\alpha/3\pi)\tfrac38$ and $\mathbf L\cdot\mathbf S=-(\kappa+1)/2$. The contact terms add up to
\begin{equation}
\ln\frac m\mu-\frac38-\Big(\ln\frac{2K}\mu-\frac56\Big)+\frac38=\ln\frac{m}{2K}+\frac56 .
\end{equation}

\subsection{Sum}

In atomic units $1/m^2\to\alpha^2$ and $mc^2=\alpha^{-2}$. With $\Delta_i=E_n-\varepsilon_i$,
\begin{align}
\sigma_{ik}&=\frac{2\alpha^3}{3\pi}\Big[D_{ik}\big(\ln\alpha^{-2}+\tfrac56\big)-L_{ik}\Big]-\frac{\alpha^3}{4\pi}(\kappa+1)\Big\langle\frac{V'}{r}\Big\rangle_{ik},\label{sig}\\
L_{ik}&=\tfrac12\sum_n\mathbf p_{in}\cdot\mathbf p_{nk}\big[\Delta_i\ln2|\Delta_i|+\Delta_k\ln2|\Delta_k|\big],\nonumber
\end{align}
evaluated with Schr\"odinger states; the neglected terms start at relative order $Z\alpha$. The gradient of $R\,Y_{lm}$ has channels $l\pm1$. The $l+1$ part vanishes for $R=r^l$ and the $l-1$ part for $R=r^{-l-1}$, since gradients of solid harmonics are solid harmonics, so the radial sources are $R'-lR/r$ and $R'+(l+1)R/r$. The angular integral of $|\nabla\psi|^2$ is $R'^2+l(l+1)R^2/r^2$. Matching $R'^2$ and the absent $RR'$ term gives $w_++w_-=1$ and $lw_+=(l+1)w_-$, so the weights are $(l+1)/(2l+1)$ and $l/(2l+1)$.

For $V=-Z/r$, $\nabla^2V=4\pi Z\delta(\mathbf r)$ and $D_{ik}=2Z^4\delta_{l0}/(n_in_k)^{3/2}$, with radial functions positive near the origin. Define $F_{ik}=\pi\sigma_{ik}(n_in_k)^{3/2}/(\alpha^3Z^4)$ and the generalized Bethe logarithm by $L_{ik}=D_{ik}\ln Z^2+2Z^4\ln k_0(ik)/(n_in_k)^{3/2}$. For $s$ states
\begin{equation}
F_{ik}=\tfrac43\big[\ln(Z\alpha)^{-2}+\tfrac56-\ln k_0(ik)\big].
\end{equation}

\section{Worked example: $Z=8$}

Here $Z\alpha=0.05838$ and $\ln(Z\alpha)^{-2}=5.68160$. The sums over $n$ were done with pseudostates from B-splines of degree 7 in a box of radius $150/Z$, and the Dirac orbitals come from a B-spline basis with restricted kinetic balance. The sums give $\ln k_0=2.98413$ ($1s1s$), $2.94757$ ($1s2s$), $2.81177$ ($2s2s$) and $-0.03002$ ($2p2p$). Thus $F_{11}=\tfrac43(5.68160+0.83333-2.98413)=4.7077$ and $F_{12}=\tfrac43(3.56736)=4.7565$. For $2p$, $\langle r^{-3}\rangle=(Z^5/24)\int re^{-Zr}dr=Z^3/24$, the spin-orbit part of $F$ is $-(\kappa+1)/12$, and $F=-0.1667+0.0400=-0.1266$ for $2p_{1/2}$ and $0.0833+0.0400=0.1234$ for $2p_{3/2}$. Four decimals are kept to compare the model with its own input; they are not the accuracy of the physical shift.

\subsection{The $s$ channel}

The Dirac $1s$ density is proportional to $r^{2\gamma}e^{-2Zr}$, $\gamma=\sqrt{1-(Z\alpha)^2}$, so $\langle e^{-r/\lambda}\rangle=[2Z/(2Z+c)]^{2\gamma+1}=1.151660\times10^{-3}$. With $\sigma_{11}=2.385169\times10^{-3}$ hartree the ratio is $A=2.07107$ hartree. In units of $F$,
\begin{equation}
F=\begin{pmatrix}4.7077&4.7565&4.7557\\&4.9376&4.9515\\&&4.9964\end{pmatrix},\quad
\Delta F=\begin{pmatrix}0&0.0634&0.0663\\&0.2590&0.2765\\&&0.3249\end{pmatrix}.
\end{equation}
With unit-norm $\phi_i$,
\begin{equation}
S=\begin{pmatrix}0.649561&0.195985&0.103723\\0.019812&0.008264&0.004596\\0.573185&0.189942&0.101795\end{pmatrix}.
\end{equation}
It is far from symmetric, and the swapped inversion misses $\sigma$ by $8\times10^5$ times the largest element of $\sigma$.

For $4s$, $c=(0.0011,-0.1429,0.9062)$. In units of $F$ the weights are $\tilde c_j=c_j(4/n_j)^{3/2}=(0.009,-0.404,1.395)$, and (\ref{dual}) gives
\begin{equation}
\tilde c^T\Delta F\tilde c=\underbrace{0.042}_{22}+\underbrace{0.632}_{33}-\underbrace{0.312}_{23}+\underbrace{0.001}_{12,\,13}\approx0.364 .
\end{equation}
Added to the local value $4.6684$ this gives $5.0324$, against $5.0202$ from (\ref{sig}) directly. The error relative to the direct value is $0.24\%$, and $7\%$ for the local term alone. For $5s$ the model gives $5.0523$ against $5.0322$, or $0.4\%$. These errors are of the size of $(Z\alpha)^2$, the order at which Dirac orbitals and a Schr\"odinger-level $\sigma$ are inconsistent, but that inconsistency is not their cause: with the matrix $F$ and the exponential kept and the orbitals computed at ten times the speed of light, they are still $0.26\%$ and $0.42\%$. They measure the extrapolation by the model. Without the off-diagonal $\Delta F$ the $23$ term is lost and $F(4s)=5.3431$. Setting the off-diagonal $\sigma$ itself to zero gives $A\langle f|e^{-r/\lambda}|f\rangle-A\langle Pf|e^{-r/\lambda}|Pf\rangle+\sum_jc_j^2\sigma_{jj}$. The computed value is $F=10.53$, and $\sum_j\tilde c_j^2F_{jj}$ alone is also $10.53$, so the first two terms nearly cancel here.

For unit-norm $\phi_i$ the condition number of $S$ is $2.1\times10^4$, yet errors in $\Delta F$ reach the $4s$ prediction through $\tilde c$: they are multiplied by at most $(\sum_j|\tilde c_j|)^2\approx3.3$. Unlike $h$, the condition number depends on the normalization of the $\phi_i$: multiplying the small-component row of the $S$ above by 30 leaves $h$ unchanged and lowers the condition number about fivefold. The comparisons that follow therefore hold for unit norm only and do not rank the two choices of components. With large components throughout the $s$-channel value is $4.5\times10^4$, and for $p$ states the pairs (alternating, large) are $(4.1,2.3)\times10^4$ for $p_{1/2}$ and $(2.5,2.4)\times10^4$ for $p_{3/2}$.

\subsection{The $p$ channels}

Fitting $n=2,3,4$ gives $A=-12.72$ hartree for $p_{1/2}$ and $15.23$ hartree for $p_{3/2}$. The direct, model and local values of $F$ are $-0.1080,-0.1053,-0.1615$ for $5p_{1/2}$ and $0.1420,0.1519,0.1575$ for $5p_{3/2}$. The model errors are $0.003$ and $0.010$ in $F$, or $2.5\%$ and $7\%$ of the direct values; for $5p_{3/2}$ the nonlocal part removes about a third of the local error.

\section{A screened ion and the missing term}

For lithium-like oxygen take $V=-Z/r+V_{\rm c}$, the core-Hartree potential of two $1s$ electrons with density $\rho=(2\zeta^3/\pi)e^{-2\zeta r}$. The exponent $\zeta=Z-5/16=7.6875$ minimizes the core energy $\zeta^2-2Z\zeta+5\zeta/8$. The diagonal of (\ref{sig}) with this $V$ is the reference for one electron in this local potential, and the model value is $\langle f|h|f\rangle$ with $h$ unchanged and $f$ the Dirac orbital in $V$.

\begin{center}
\begin{tabular}{lrrrr}
state & reference & model & difference & core term\\
$2s$ & 5.361 & 5.652 & 0.291 & $-0.217$\\
$3s$ & 1.523 & 1.586 & 0.063 & $-0.060$\\
$2p_{1/2}$ & $-0.136$ & $-0.048$ & 0.088 & $-0.045$\\
$2p_{3/2}$ & 0.031 & 0.209 & 0.178 & $-0.045$
\end{tabular}
\end{center}

All entries are in meV. One omission can be isolated. Poisson's equation $\nabla^2V_{\rm c}=-4\pi\rho$ splits $D=D_{\rm nuc}+D_{\rm c}$, with $D_{\rm nuc}=2\pi Z|\psi(0)|^2$ and $D_{\rm c}=-2\pi\langle\rho\rangle$. Both $A$ and $\Delta\sigma$ are linear in $\sigma$, so the coefficient of $\ln\alpha^{-2}$ in the model is obtained by building $h$ from the hydrogenic matrix $D$. In units of $2Z^4/n^3$ this gives $0.6582$ for $2s$, where $D_{\rm nuc}=0.6581$ and $D_{\rm c}=-0.0166$, and $0.6252$ for $3s$, where $D_{\rm nuc}=0.6252$ and $D_{\rm c}=-0.0154$. In this coefficient, for these two $s$ states, the model follows the screened density at the nucleus and lacks the radiative correction to the interaction with the core charge. For $p$ states the hydrogenic $D$ vanishes, so the model coefficient is zero while $D_{\rm c}=-0.00346$.

The last column is the leading-logarithm estimate $(2\alpha^3/3\pi)D_{\rm c}\ln(Z\alpha)^{-2}$, whose constant is undetermined. For $2s$ it is $\tfrac43(-0.0166)(5.68)=-0.126$ in $F$, to be set against model minus reference, $3.2795-3.1107=0.169$. It accounts for three quarters of the $2s$ difference, which is $5.4\%$ of the reference, and for nearly all of the $3s$ difference, which is $4.2\%$. For $2p$ it accounts for a half and a quarter. The core also contributes a spin-orbit term absent from the fit: $V_{\rm c}'<0$ makes it positive for $\kappa=1$ and negative for $\kappa=-2$, which agrees with the ordering $0.088<0.178$ but supplies only $0.033$ of the $0.090$ meV between the two differences. Most of the rest arises because the model overestimates the nuclear spin-orbit term: $-0.173$ against $-0.134$ meV for $2p_{1/2}$, and $0.086$ against $0.067$ meV for $2p_{3/2}$. A term proportional to $\kappa+1$ cancels in the average $(0.088+2\times0.178)/3=0.148$ meV, which is still about three times the estimate. The remainder lies almost entirely in the Bethe-logarithm part of $\sigma$, $-(2\alpha^3/3\pi)(L-D\ln Z^2)$. For $2p$ this part is $0.069$ meV in the hydrogenic ion and falls to $0.027$ meV in the screened potential, whereas $h$ built from it alone gives about $0.124$ meV. The local term of that $h$ gives $0.023$ meV, close to the reference, so the excess comes from the nonlocal part, which adds about $0.10$ meV where $0.004$ meV is needed. In this ion the $2p$ errors are $1.6\%$ and $3.3\%$ of the $2s$ reference shift, but $64\%$ of the $2p_{1/2}$ shift and several times the $2p_{3/2}$ shift.
